# Does orthogonality to an approximate ground state bound the 2s energy?: a numerical check

```python
"""
Result under test (hydrogen atom, fixed nucleus, Hartree atomic units):
a trial function f orthogonal to an APPROXIMATE ground state g can have an
energy below the exact 2s level -1/8. For f = (1 - beta r) exp(-r/2),
    E[f] = -1/8 - (1 - 2 beta)^2 / (4 (1 - 6 beta + 12 beta^2)),
with beta fixed by <g|f> = 0. The 2p Gaussian energy -16/(45 pi) is a true
upper bound by symmetry, and the k-th root of H in a finite trial space is
never below the k-th exact level (MacDonald's theorem).
Symbols: alpha = Gaussian exponent, zeta = exponential decay constant,
mu = lowest energy of all s functions orthogonal to g.
A radial state is stored as (R, dR/dr) on a quadrature grid.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh, null_space
from scipy.optimize import minimize_scalar
from scipy.special import erfc, eval_genlaguerre

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
E1, E2 = -0.5, -0.125

nodes, node_weights = np.polynomial.legendre.leggauss(1000)
R_MAX = 250.0
r = 0.5 * R_MAX * (nodes + 1)
w = 0.5 * R_MAX * node_weights


def overlap(u, v):
    return np.sum(w * r**2 * u[0] * v[0])


def hamiltonian(u, v, l=0):
    kinetic = 0.5 * r**2 * u[1] * v[1] + 0.5 * l * (l + 1) * u[0] * v[0]
    return np.sum(w * (kinetic - r * u[0] * v[0]))


def energy(u, l=0):
    return hamiltonian(u, u, l) / overlap(u, u)


def normalized(u):
    return u / np.sqrt(overlap(u, u))


def gaussian_s(alpha):
    value = np.exp(-alpha * r**2)
    return np.array([value, -2 * alpha * r * value])


def gaussian_p(alpha):
    value = np.exp(-alpha * r**2)
    return np.array([r * value, (1 - 2 * alpha * r**2) * value])


def exponential(zeta):
    value = np.exp(-zeta * r)
    return np.array([value, -zeta * value])


def trial_2s(beta):
    decay = np.exp(-r / 2)
    return np.array([(1 - beta * r) * decay,
                     (-beta - 0.5 * (1 - beta * r)) * decay])


def orthogonal_beta(g):
    decay = np.exp(-r / 2)
    return np.sum(w * r**2 * g[0] * decay) / np.sum(w * r**3 * g[0] * decay)


def trial_energy_formula(beta):
    return E2 - (1 - 2 * beta)**2 / (4 * (1 - 6 * beta + 12 * beta**2))


# The quadrature reproduces the exact levels.
exact_1s = normalized(exponential(1.0))
exact_2s = normalized(trial_2s(0.5))
assert abs(energy(exact_1s) - E1) < 1e-10
assert abs(energy(exact_2s) - E2) < 1e-10
assert abs(overlap(exact_1s, exact_2s)) < 1e-10

# Gaussian energies: numerical minimum against closed forms.
fit_s = minimize_scalar(lambda a: energy(gaussian_s(a)), bounds=(0.05, 1.0),
                        method="bounded", options={"xatol": 1e-9})
fit_p = minimize_scalar(lambda a: energy(gaussian_p(a), 1), bounds=(0.01, 0.5),
                        method="bounded", options={"xatol": 1e-9})
alpha_s, alpha_p = 8 / (9 * np.pi), 32 / (225 * np.pi)
assert abs(fit_s.x - alpha_s) < 1e-5 and abs(fit_p.x - alpha_p) < 1e-5
assert abs(fit_s.fun + 4 / (3 * np.pi)) < 1e-9
assert abs(fit_p.fun + 16 / (45 * np.pi)) < 1e-9
assert fit_p.fun > E2
for a in (0.03, 0.1, 0.4):
    root = np.sqrt(2 * a / np.pi)
    assert abs(energy(gaussian_s(a)) - (1.5 * a - 2 * root)) < 1e-9
    assert abs(energy(gaussian_p(a), 1) - (2.5 * a - 4 * root / 3)) < 1e-9

# The violation: orthogonal to the Gaussian, yet below the exact 2s level.
g = normalized(gaussian_s(alpha_s))
beta = orthogonal_beta(g)
k = 0.5
J0 = (0.5 * np.sqrt(np.pi / alpha_s) * np.exp(k**2 / (4 * alpha_s))
      * erfc(k / (2 * np.sqrt(alpha_s))))
J1 = (1 - k * J0) / (2 * alpha_s)
J2 = (J0 - k * J1) / (2 * alpha_s)
J3 = (2 * J1 - k * J2) / (2 * alpha_s)
assert abs(J2 / J3 - beta) < 1e-9
f = normalized(trial_2s(beta))
energy_g, energy_f = energy(g), energy(f)
assert abs(overlap(g, f)) < 1e-10
assert abs(energy_f - trial_energy_formula(beta)) < 1e-9
assert energy_f < E2 - 1e-3

# Cause: the admixture of exact 1s. Removing it restores the bound.
overlap_g_1s = overlap(g, exact_1s)
overlap_f_1s = overlap(f, exact_1s)
weight_1s = overlap_f_1s**2
energy_rest = energy(f - overlap_f_1s * exact_1s)
assert energy_rest >= E2
assert abs(weight_1s * E1 + (1 - weight_1s) * energy_rest - energy_f) < 1e-9
assert weight_1s <= 1 - overlap_g_1s**2
assert energy_g >= E1 + (E2 - E1) * (1 - overlap_g_1s**2)

# Lowest energy of all s functions orthogonal to g, in a Laguerre basis.
N_LARGE, N_SMALL = 40, 24
basis = []
for n in range(N_LARGE):
    poly = eval_genlaguerre(n, 2, r)
    slope = -eval_genlaguerre(n - 1, 3, r) if n > 0 else np.zeros_like(r)
    scale = np.exp(-r / 2) / np.sqrt((n + 1) * (n + 2))
    basis.append(np.array([poly * scale, (slope - poly / 2) * scale]))
S_basis = np.array([[overlap(u, v) for v in basis] for u in basis])
H_basis = np.array([[hamiltonian(u, v) for v in basis] for u in basis])
assert np.max(np.abs(S_basis - np.eye(N_LARGE))) < 1e-8


def constrained_minimum(state, size):
    components = np.array([[overlap(u, state) for u in basis[:size]]])
    allowed = null_space(components)
    return np.linalg.eigvalsh(allowed.T @ H_basis[:size, :size] @ allowed)[0]


mu = constrained_minimum(g, N_LARGE)
assert abs(mu - constrained_minimum(g, N_SMALL)) < 1e-6
assert E1 + E2 - energy_g <= mu <= energy_f < E2

# Exponential ground states: violation on both sides of the exact zeta = 1.
scan = []
for zeta in (0.8, 0.9, 1.0, 1.1, 1.2):
    approx = normalized(exponential(zeta))
    b = orthogonal_beta(approx)
    e_g, e_f = energy(approx), energy(trial_2s(b))
    m = constrained_minimum(approx, N_LARGE)
    assert abs(b - (zeta + 0.5) / 3) < 1e-9
    assert abs(e_f - trial_energy_formula(b)) < 1e-9
    assert E1 + E2 - e_g - 1e-8 <= m <= e_f + 1e-8
    if zeta == 1.0:
        assert abs(e_f - E2) < 1e-9 and abs(m - E2) < 1e-8
    else:
        assert e_f < E2 - 1e-5
    scan.append((zeta, b, e_g, e_f, m))

# Diagonalization in the span of g and f restores an upper bound.
coupling = hamiltonian(g, f)
roots_pair = np.linalg.eigvalsh([[energy_g, coupling], [coupling, energy_f]])
assert roots_pair[0] >= E1 and roots_pair[1] >= E2

# Nested Gaussian sets: bounds for every root, and interlacing.
exponents = alpha_s * 3.0 ** np.array([0, -1, 1, -2, 2, -3, 3, 4])


def gaussian_matrices(a):
    total = a[:, None] + a[None, :]
    S = (np.pi / total)**1.5
    H = 3 * np.outer(a, a) / total * S - 2 * np.pi / total
    return H, S


H_two, S_two = gaussian_matrices(exponents[:2])
first, second = gaussian_s(exponents[0]), gaussian_s(exponents[1])
assert abs(4 * np.pi * overlap(first, second) - S_two[0, 1]) < 1e-8
assert abs(4 * np.pi * hamiltonian(first, second) - H_two[0, 1]) < 1e-8
root_sets = []
for size in range(1, len(exponents) + 1):
    roots = eigh(*gaussian_matrices(exponents[:size]), eigvals_only=True)
    exact_levels = -0.5 / np.arange(1, size + 1)**2
    assert np.all(roots >= exact_levels - 1e-10)
    if root_sets:
        old = root_sets[-1]
        assert np.all(roots[:-1] <= old + 1e-9)
        assert np.all(old <= roots[1:] + 1e-9)
    root_sets.append(roots)
assert root_sets[-1][1] - E2 < 2e-3

print(f"Exact 1s and 2s energies: {E1:.6f}, {E2:.6f} hartree")
print(f"Hartree in eV: {HARTREE_EV:.6f} eV")
print(f"s Gaussian: optimal alpha = {fit_s.x:.6f} bohr^-2")
print(f"s Gaussian: energy E[g] = {energy_g:.6f} hartree")
print(f"s Gaussian: energy error E[g]-E1 = {energy_g - E1:.6f} hartree")
print(f"s Gaussian: overlap with exact 1s = {overlap_g_1s:.6f}")
print(f"J0 = {J0:.6f} bohr, J1 = {J1:.6f} bohr^2")
print(f"J2 = {J2:.6f} bohr^3, J3 = {J3:.6f} bohr^4")
print(f"Trial f: beta = {beta:.6f} bohr^-1")
print(f"Trial f: overlap with g below 1e-10: {abs(overlap(g, f)) < 1e-10}")
print(f"Trial f: energy E[f] = {energy_f:.6f} hartree")
print(f"Trial f: energy E[f] = {energy_f * HARTREE_EV:.4f} eV")
print(f"Violation E2-E[f] = {E2 - energy_f:.6f} hartree")
print(f"Violation E2-E[f] = {(E2 - energy_f) * HARTREE_EV:.4f} eV")
print(f"Weight of exact 1s in f = {weight_1s:.6f}")
print(f"Largest weight allowed, 1-<1s|g>^2 = {1 - overlap_g_1s**2:.6f}")
print(f"Energy of f after removing exact 1s = {energy_rest:.6f} hartree")
print(f"Lowest energy orthogonal to g, mu = {mu:.6f} hartree")
print(f"Largest violation E2-mu = {E2 - mu:.6f} hartree")
print(f"Lower limit E1+E2-E[g] = {E1 + E2 - energy_g:.6f} hartree")
print("Exponential g: zeta, beta (bohr^-1); E[g], E[f], mu (hartree)")
for zeta, b, e_g, e_f, m in scan:
    print(f"  {zeta:.1f}  {b:.6f}  {e_g:.6f}  {e_f:.6f}  {m:.6f}")
print(f"2p Gaussian: optimal alpha = {fit_p.x:.6f} bohr^-2")
print(f"2p Gaussian: minimum energy = {fit_p.fun:.6f} hartree")
print(f"2p Gaussian: minimum energy = {fit_p.fun * HARTREE_EV:.4f} eV")
print(f"2p Gaussian: height above -1/8 = {fit_p.fun - E2:.6f} hartree")
print(f"Coupling <g|H|f> = {coupling:.6f} hartree")
print(f"Span of g and f: lower root = {roots_pair[0]:.6f} hartree")
print(f"Span of g and f: upper root = {roots_pair[1]:.6f} hartree")
print("Gaussian exponents in order of addition (bohr^-2):")
print("  " + " ".join(f"{a:.5f}" for a in exponents))
print("Nested s Gaussians: number, first root, second root (hartree)")
print(f"  1  {root_sets[0][0]:.6f}  none")
for size, roots in enumerate(root_sets[1:], start=2):
    print(f"  {size}  {roots[0]:.6f}  {roots[1]:.6f}")
print("PASS")
```

Output:

```
Exact 1s and 2s energies: -0.500000, -0.125000 hartree
Hartree in eV: 27.211386 eV
s Gaussian: optimal alpha = 0.282942 bohr^-2
s Gaussian: energy E[g] = -0.424413 hartree
s Gaussian: energy error E[g]-E1 = 0.075587 hartree
s Gaussian: overlap with exact 1s = 0.978180
J0 = 1.051971 bohr, J1 = 0.837653 bohr^2
J2 = 1.118859 bohr^3, J3 = 1.971916 bohr^4
Trial f: beta = 0.567397 bohr^-1
Trial f: overlap with g below 1e-10: True
Trial f: energy E[f] = -0.128114 hartree
Trial f: energy E[f] = -3.4861 eV
Violation E2-E[f] = 0.003114 hartree
Violation E2-E[f] = 0.0847 eV
Weight of exact 1s in f = 0.008747
Largest weight allowed, 1-<1s|g>^2 = 0.043165
Energy of f after removing exact 1s = -0.124832 hartree
Lowest energy orthogonal to g, mu = -0.128368 hartree
Largest violation E2-mu = 0.003368 hartree
Lower limit E1+E2-E[g] = -0.200587 hartree
Exponential g: zeta, beta (bohr^-1); E[g], E[f], mu (hartree)
  0.8  0.433333  -0.480000  -0.131803  -0.132953
  0.9  0.466667  -0.495000  -0.126366  -0.126503
  1.0  0.500000  -0.500000  -0.125000  -0.125000
  1.1  0.533333  -0.495000  -0.125916  -0.125941
  1.2  0.566667  -0.480000  -0.128058  -0.128113
2p Gaussian: optimal alpha = 0.045271 bohr^-2
2p Gaussian: minimum energy = -0.113177 hartree
2p Gaussian: minimum energy = -3.0797 eV
2p Gaussian: height above -1/8 = 0.011823 hartree
Coupling <g|H|f> = 0.032394 hartree
Span of g and f: lower root = -0.427913 hartree
Span of g and f: upper root = -0.124613 hartree
Gaussian exponents in order of addition (bohr^-2):
  0.28294 0.09431 0.84883 0.03144 2.54648 0.01048 7.63944 22.91831
Nested s Gaussians: number, first root, second root (hartree)
  1  -0.424413  none
  2  -0.437863  0.014558
  3  -0.481641  0.008379
  4  -0.481708  -0.119046
  5  -0.495635  -0.120930
  6  -0.495635  -0.124357
  7  -0.499045  -0.124792
  8  -0.499790  -0.124885
PASS
```
